# How an rf generator powers sheath ions without dc current

## The power budget that seems not to close

An rf-biased wafer carries a large negative dc voltage, and the ions that strike it have fallen through a mean sheath voltage of, say, 205 V. The blocking capacitor in the feed passes no dc current. If ion power is regarded as dc voltage times dc current drawn from the supply, the generator appears to contribute nothing. The energy would then have to come from the plasma electrons, whose temperature is about 3 eV, at a cost of 205 eV per ion. A budget made this way charges the ion power to the plasma source and leaves the real power drawn by the bias generator unexplained.

Zero mean current forbids mean power from a constant voltage. It does not forbid mean power from an alternating voltage multiplied by a current that alternates in step with it. The ion current is steady, but the electron current that cancels it comes in short bursts at the positive crest of the generator voltage. Each burst takes its charge from the generator at nearly the full amplitude $V_0$, and the ions return that charge at a mean generator voltage of zero. The difference, almost $V_0$ per ion charge, is the energy the generator supplies.

## Currents and voltages

Let the generator voltage be $V_g=V_0\cos\theta$, with $\theta=\omega t$, measured from the grounded wall. The current $I$ is positive from the generator through the capacitor and electrode into the plasma. Angle brackets denote an average over one rf period.

The wall is taken to be so large that the plasma potential $V_p$ is steady. The blocking capacitor is so large that its voltage $V_c$ is also steady. The electrode potential is then $V_g-V_c$, and the sheath voltage, defined as plasma minus electrode potential, is

$$V_s=V_p+V_c-V_g=\bar V-V_0\cos\theta,\qquad \bar V=V_p+V_c. \tag{1}$$

The dc self-bias of the electrode to ground is $-V_c=V_p-\bar V$. The sheath voltage is smallest when the generator voltage is greatest.

The ions are slow compared with the rf period and are assumed to carry a steady current $I_i$ to the electrode. The electrons carry a current of magnitude $I_e(t)$. If the sheath holds positive charge $Q(V_s)$, the electrode surface holds $-Q$. Charge conservation at the electrode reads

$$\frac{d(-Q)}{dt}=I+I_i-I_e
\quad\Longrightarrow\quad
I=I_e-I_i-\frac{dQ}{dt}. \tag{2}$$

In a periodic state the capacitor charge returns to its value after each period, so $\langle I\rangle=0$. The charge $Q$ also returns, so $\langle dQ/dt\rangle=0$. Averaging (2) gives

$$\langle I_e\rangle=I_i. \tag{3}$$

This fixes how much electron charge arrives in a period. It says nothing about when.

## The generator's mean power

The mean power delivered is $P=\langle V_gI\rangle$. Inserting (2) produces three terms:

$$P=\langle V_gI_e\rangle-I_i\langle V_g\rangle-\left\langle V_g\frac{dQ}{dt}\right\rangle. \tag{4}$$

The second vanishes because $\langle V_g\rangle=0$. In the third, (1) gives $V_g=\bar V-V_s$, so

$$\left\langle V_g\frac{dQ}{dt}\right\rangle
=\bar V\left\langle\frac{dQ}{dt}\right\rangle
-\left\langle V_s\frac{dQ}{dt}\right\rangle=0. \tag{5}$$

The first part is zero by periodicity. The second is proportional to $\oint V_s\,dQ$, which vanishes because $Q$ depends on $V_s$ alone and the curve is retraced without enclosing an area. The displacement current may be large and nonlinear, yet in this model it takes no mean power. What remains is

$$P=V_0\langle I_e\cos\theta\rangle=I_iV_0\,c,
\qquad c=\frac{\langle I_e\cos\theta\rangle}{\langle I_e\rangle}. \tag{6}$$

The number $c$ is the mean of $\cos\theta$ over the arriving electrons. A narrow burst at the crest has $c$ near 1, while a uniform electron current has $c=0$.

The field's work on the ions follows from the steady ion current: at each instant it is $I_iV_s$, with mean $I_i\bar V$. Electrons that cross quickly to the electrode lose energy to the field at the mean rate

$$\langle I_eV_s\rangle=\bar V\langle I_e\rangle-V_0\langle I_e\cos\theta\rangle
=I_i\bar V-P,$$

and therefore

$$I_i\bar V=P+\langle I_eV_s\rangle. \tag{7}$$

The ion power has two sources: the generator, and the thermal energy of electrons that climb the remaining barrier.

## Why the burst sits at the crest

An electron reaches the electrode if its normal velocity exceeds $v_m=\sqrt{2eV_s/m}$. Let $T$ be the electron temperature in volts and $n$ the density at the sheath edge. For a Maxwellian, the flux over the barrier is

$$n\sqrt{\frac{m}{2\pi eT}}\int_{v_m}^{\infty}v\,e^{-mv^2/2eT}dv
=n\sqrt{\frac{eT}{2\pi m}}\,e^{-V_s/T}. \tag{8}$$

Ions of mass $M$ enter the sheath at the Bohm speed $\sqrt{eT/M}$, so $I_i=enA\sqrt{eT/M}$ for electrode area $A$. Multiplying (8) by $eA$ and dividing by $I_i$ gives

$$\frac{I_e}{I_i}=\sqrt{\frac{M}{2\pi m}}\,e^{-V_s/T}
=e^{(V_f-V_s)/T},\qquad V_f=T\ln\sqrt{\frac{M}{2\pi m}}. \tag{9}$$

Here $V_f$ is the floating sheath voltage, at which the two currents are equal without rf. The large wall draws no mean current, so $V_p=V_f$. The exponential locks the burst to the smallest $V_s$, which by (1) is the crest of $V_g$.

Put $a=V_0/T$ and define the modified Bessel functions $B_0(a)=\langle e^{a\cos\theta}\rangle$ and $B_1(a)=\langle\cos\theta\,e^{a\cos\theta}\rangle$. Condition (3) becomes $e^{(V_f-\bar V)/T}B_0(a)=1$. Taking its logarithm, and inserting (9) in (6), gives

$$\bar V=V_f+T\ln B_0(a),\qquad P=I_iV_0\frac{B_1(a)}{B_0(a)}. \tag{10}$$

**Large rf voltage.** For $a\gg1$ only phases near zero contribute, and $\cos\theta\simeq1-\theta^2/2$. The burst is a Gaussian, $e^{-a\theta^2/2}$, with rms half-width $1/\sqrt a$ radians. Its integral is $\sqrt{2\pi/a}$, so $B_0\simeq e^a/\sqrt{2\pi a}$. Its mean square phase is $1/a$, so $c\simeq1-1/(2a)$. To this order,

$$\bar V\simeq V_0+V_f-\frac T2\ln\frac{2\pi V_0}{T},
\qquad P\simeq I_i\left(V_0-\frac T2\right). \tag{11}$$

The electrons' contribution per ion charge is the difference $\bar V-P/I_i$:

$$V_f+\frac T2-\frac T2\ln\frac{2\pi V_0}{T}. \tag{12}$$

It falls slowly as $V_0$ rises, while the generator's contribution, $V_0-T/2$, grows almost in proportion to $V_0$.

**Small rf voltage.** For $a\ll1$, expanding the exponential gives $B_0\simeq1+a^2/4$ and $B_1\simeq a/2$. Thus $\bar V\simeq V_f+V_0^2/4T$ and $P\simeq I_iV_0^2/2T$. At $V_0=0$ the generator gives nothing and the electrons pay the whole floating voltage. A small rf voltage adds $V_0^2/4T$ to the ion energy per charge, but the generator supplies twice that. The other half relieves the electrons.

**Upper limit of the model.** Equation (9) needs $V_s>0$ throughout the period. By (11) the least sheath voltage is $V_f-(T/2)\ln(2\pi V_0/T)$. It is positive if $2\pi V_0/T<e^{2V_f/T}=M/2\pi m$, or

$$V_0<\frac{T}{2\pi}\,\frac{M}{2\pi m}. \tag{13}$$

Beyond this the electron current saturates at the crest, and (10) no longer applies.

## How large: a 200 V wafer bias

Take $V_0=200$ V at 13.56 MHz, $T=3.0$ V, ions of mass 40 u, sheath-edge density $1.0\times10^{10}\ \mathrm{cm^{-3}}$, and an electrode of 300 cm². The ion speed at the sheath edge is 2.69 km/s and the ion current density is 0.431 mA/cm², so $I_i=129.3$ mA.

The electron saturation current is 107.7 times $I_i$, giving $V_f=3.0\ln107.7=14.04$ V. Here $a=66.67$, and (11) gives

$$\bar V\simeq200+14.04-1.5\ln(418.9)=204.98\ \mathrm V,$$

against 204.99 V from (10). The self-bias is $14.04-204.99=-190.95$ V. The powers are

$$I_i\bar V=0.1293\times204.99=26.5\ \mathrm W,$$
$$P\simeq0.1293\times(200-1.5)=25.7\ \mathrm W.$$

The generator supplies 96.8% of the ion power. Electron thermal energy supplies the other 0.84 W, or 6.5 V per ion charge. The burst has an rms half-width of 7.0° and a peak of 20.4 times $I_i$. Limit (13) is $3.0\times107.7^2/2\pi\simeq5.5$ kV, far above the chosen amplitude.

A time integration of the circuit, with a 100 nF capacitor, a voltage-dependent sheath capacitance and a very large wall, tests this result without assuming a bias. Starting with none, it settles at $-190.5$ V and a generator power of 25.6 W, with a mean current below $10^{-5}I_i$. The power is 0.2% below (10). This is the small rf drop across the finite capacitor, and it vanishes if the capacitor is made infinite. The rms current is 2.33 A; the capacitor voltage ripples by about 0.22 V rms, and during the burst it stands about 0.45 V above its mean, which is 0.2% of $V_0$.

Doubling the sheath capacitance, with the other settings fixed, raises the rms current to 4.58 A but leaves the power at 25.6 W. This tests the claim that displacement current is not the source of the ion power.

## Where the energy waits between bursts

The electrons arrive within a small part of the period, while the ions gain energy throughout it. The blocking capacitor bridges the interval. Each burst transfers $q=9.54$ nC. The conduction-current entries, per unit charge, are:

- **Burst:** the generator supplies 198.5 V and the electrons 6.5 V. Of this, 191.0 V charges the capacitor and 14.0 V is taken up at the wall sheath.
- **Ion return:** the capacitor gives back 191.0 V and the wall sheath accounts for 14.0 V. The ions receive the sum, 205.0 V. The generator's contribution averages to zero.

The capacitor thus receives and returns $9.54\ \mathrm{nC}\times190.95\ \mathrm V=1.82$ µJ per period through these currents. It stores energy but supplies none on average. The wall entries also cancel, because $V_p$ is steady and the mean current to the wall is zero. Displacement current adds a further exchange of energy with zero mean.

## What a different phase would do

Suppose the same burst arrived later by a phase $\varphi$, with its shape, $I_i$, $V_0$ and $\bar V$ held fixed. Shifting the variable of integration gives

$$\langle I_e(\theta-\varphi)\cos\theta\rangle
=\cos\varphi\langle I_e\cos\theta\rangle
-\sin\varphi\langle I_e\sin\theta\rangle. \tag{14}$$

The original burst is even in $\theta$, so the last average vanishes and the power becomes $P\cos\varphi$. At 60° the generator would supply 12.8 W and the electrons would have to pay 105.7 V per ion charge (the 105.8 V in the output comes from rounding the shift to the phase grid). At 90° the generator would supply nothing and the electrons would have to pay the full 205 V. The dc current is zero in each case, so phase decides who pays.

Thermal electrons cannot make the 90° case real. At $V_s=\bar V$, (9) gives a current of $I_ie^{(14.04-204.99)/3.0}$, of order $10^{-28}I_i$. The barrier that keeps electrons away at other phases is what makes the generator pay.

A real burst lags slightly because electrons need time to cross. Dividing the sheath thickness at the crest by the mean electron speed gives about 2° to 3°, depending on the ion density assumed near the electrode. Since $\cos3^\circ=0.9986$, the loss of generator power is of order 0.1%.

## The example beside a real etch reactor

These are round values in the regime of an inductively coupled etcher, where a separate source sustains the plasma. The density is toward the low end for such sources. At $10^{11}\ \mathrm{cm^{-3}}$, with $V_0$, $T$, ion mass and area fixed, the ion current and, within the model, both powers in (7) would be ten times larger. The sheath is then about three times thinner and ions cross it in about 1.4 periods, so the ion current is no longer steady; an estimate with the ion density following the mean field gives a mean gain near 190 eV rather than 205 eV. The assumptions that real reactors break have these sizes:

**Secondary electrons.** Electrons emitted by the electrode carry current in the same direction as arriving ions. For a yield $\gamma$, (3) becomes $\langle I_e\rangle=(1+\gamma)I_i$, and $P$ rises by the same factor. A rough yield of 0.1 gives 28.2 W, with $\bar V$ lowered by only $T\ln1.1=0.3$ V. The extra power accelerates the emitted electrons into the plasma. Heating losses apart, this is the largest change in $P$ among the effects sized here.

**Finite wall.** With a wall 20 times the electrode area, the plasma potential swings by 3.9 V peak to peak. The mean sheath voltage falls to 202.1 V, yet the generator power rises to 26.3 W. In that run $I_i\bar V$ is 26.1 W, and the electrons pay part of it, so the generator must also be feeding the wall sheath. Both changes come mainly from the displacement current, which also drives the wall sheath. The burst peak, about $\sqrt{2\pi V_0/T}$ times $I_i$, is comparable with the wall's whole ion current, but the wall sheath's own capacitance takes up most of the burst. Without the displacement current through the electrode sheath, the mean sheath voltage would fall by only about 0.1 V, and $P$ could not exceed $I_iV_0=25.9$ W. The size of both changes therefore depends on the assumed sheath capacitances.

**Ion transit.** In a sheath with fixed uniform ion charge, an estimated 4.0 mm thick at its greatest, ions take 6.7 periods to cross. Their mean energy gain is 205.7 eV, within 0.4% of $e\bar V$, but individual gains range from 175 to 235 eV. If the ion density is made to follow the mean field instead, the crossing takes about 4.5 periods and the gains range from about 180 to 231 eV. At ten times the frequency the range narrows to 202–208 eV. When the crossing takes several periods, the mean voltage therefore gives the mean energy well, but not the energy of each ion.

**Collisions.** At 5 mTorr and 300 K, with a rough cross section of $10^{-14}\ \mathrm{cm^2}$, a little under half of the ions collide in the sheath at its greatest thickness. For a given ion current and sheath voltage, the field's work is still $I_i\bar V$. Part of it arrives with fast neutrals, so the mean energy per ion is lower than $e\bar V$.

**Electron heating.** For the 2.33 A rms of the circuit integration, estimates give 0.6 W of resistive heat in the plasma bulk and 0.7 W transferred to electrons by the moving sheath edge. The resistive heat scales as the square of the current, which depends on the sheath capacitance; at 1.25 A it would be about 0.2 W. The edge term also depends on the ion density profile: if the density follows the mean field, the current falls to about 1.25 A but the edge moves faster through the thinner ion charge, and a hard-wall estimate gives 0.4 to 0.6 W. Both are supplied by the generator in addition to $P$. In a reactor with no separate source, the generator also replenishes the thermal energy spent in (7), but by heating the electrons rather than through the phase-locked burst.

**Bulk inertia.** The circuit integration leaves out the inductance due to electron inertia in the bulk. A column 10 cm long, of the electrode's area and density $n/0.6$, gives about 7 nH, which rings with the sheath capacitance at harmonics of the drive. Added in series with the 0.11 Ω bulk resistance, it raises the rms current from 2.33 A to about 4.3 A, $\bar V$ to about 211 V and the bulk heat to about 2 W, and lowers the burst peak to about 15 times $I_i$; the power net of that heat is 26.4 W. With the ion density following the mean field, the current is about 1.6 A, $\bar V$ stays at 205 V and the net power is 25.5 W. Equation (10) thus holds within about 3%, but the current and the burst shape are much more sensitive.

## Using the result

**Use the sheath voltage for ion power.** The relevant voltage is plasma potential minus electrode potential. Using the magnitude of the self-bias alone would give 191 V instead of 205 V, an underestimate of 7%. The product $I_i\bar V$ is the work done in the sheath; it is not the full wafer heat load, which also includes the energy ions bring from the plasma, the residual energy of arriving electrons and the heat of neutralization.

**Measure real power with care.** In the circuit integration the generator voltage is 141 V rms and the current 2.33 A rms, a product of 330 VA for 25.6 W of real power. Only the fundamental of the current, about 1.78 A rms, exchanges mean power with a sinusoidal voltage. A phase error of 1° therefore shifts the measured power by about $141\times1.78\times0.0175=4.4$ W, or 17% of $P$. A series resistance of 1 Ω in the feed would dissipate $2.33^2\times1=5.4$ W. These figures depend on the sheath capacitance, which is only roughly estimated here, and they omit the bulk inductance, which raises the current. If the ion density in the sheath is made to follow the mean field, the current is about 1.25 A rms, the phase error shifts the power by about 2.8 W, and the resistance dissipates about 1.6 W. Such losses must be subtracted before a power reading is assigned to ions.

**Infer ion current within the model's limits.** For $V_0\gg T$, a large wall and a sinusoidal electrode voltage, (11) gives $I_i\simeq P/(V_0-T/2)$, where $P$ excludes feed losses and electron heating. Secondary emission makes this estimate too high by the factor $1+\gamma$. If the blocking capacitor takes an appreciable share of the rf voltage, $V_0$ must be the amplitude at the electrode, not at the generator.

The numerical output below lists most of the values used here.

## Computed values

```
generator amplitude V0: 200 V, frequency 13.56 MHz
rf period: 73.7 ns
electron temperature: 3.0 eV, ion mass 40 u
sheath-edge density: 1.0e+10 cm^-3
electrode area: 300 cm2, capacitor 100 nF
ion speed at sheath edge: 2.69 km/s
ion current density: 0.431 mA/cm2
ion current Ii: 129.3 mA
electron saturation current / Ii: 107.7
floating sheath voltage Vf: 14.04 V
V0/T: 66.67
mean sheath voltage Vbar: 204.99 V (large V0: 204.98 V)
least sheath voltage: 4.99 V, greatest 405.0 V
dc self-bias of electrode to ground: -190.95 V
burst average of cos(theta): 0.99247
burst rms half-width: 7.04 deg
burst peak electron current / Ii: 20.4
ion power Ii*Vbar: 26.505 W
generator power P: 25.665 W (large V0: 25.666 W)
power from electron thermal energy: 0.840 W
per ion charge: generator 198.49 V, electrons 6.49 V
generator share of ion power: 96.8 %
charge per burst: 9.54 nC
energy via capacitor per period: 1.821 uJ
burst moved 60 deg: P 12.821 W, electrons pay 105.8 V
burst moved 90 deg: P -0.000 W, electrons pay 205.0 V
circuit in time, started with no bias, very large wall:
  self-bias -190.49 V, Vbar 204.53 V
  generator power 25.606 W
  mean current / Ii: 7.9e-06
  burst phase -0.06 deg, rms current 2.33 A
doubled sheath capacitance: P 25.552 W, rms 4.58 A
wall 20 x electrode: P 26.257 W, Vbar 202.13 V
  plasma potential swing, peak to peak: 3.85 V
greatest sheath thickness (estimate): 4.04 mm
mean ion transit time: 6.68 rf periods
mean ion energy gain: 205.7 eV, range 175 to 235 eV
  at ten times the frequency: 205.00 eV, range 202 to 208 eV
electron crossing delay at crest: 1.89 deg
pressure 5 mTorr, gas 300 K: ion free path 6.2 mm
ions that collide in the sheath: 48 %
secondary yield 0.1: P 28.231 W, Vbar 204.70 V
bulk resistance 0.114 ohm, its heat 0.621 W
electron heating by moving sheath edge: 0.746 W
```
